# Tunnelling through an oxide film of fluctuating thickness

**The situation.** In a charge-trap memory cell, electrons pass between a silicon electrode and a storage layer by tunnelling through a thin film of silicon dioxide. The film is modelled as a rectangular barrier with identical electrodes on its two sides. Its top lies $\varphi=3.1$ eV above the energy of the electron, and the effective mass in the film is $m=0.42\,m_e$. The electron has kinetic energy $E_k=0.1$ eV in the electrode, where its mass for motion along the normal is $m_{el}=0.9\,m_e$.

The local thickness $t$ varies over the area with a Gaussian distribution of mean $d=2.5$ nm and standard deviation $\sigma=0.1$ nm. The barrier height and the masses are the same everywhere. Unless a part says otherwise, the thickness varies so slowly along the plane that each spot transmits like a uniform film of its own thickness. Use $\hbar^2/(2m_e)=0.0381$ eV nm².

## Part (a)

**Question.** Find the transmission $T(t)$ of a uniform film. Use the continuity of $\psi$ and of $\psi'/m$, with the local mass, at each face.

**Answer.** Let the film occupy $0<x<t$. The wave number in the electrodes is $k=\sqrt{2m_{el}E_k}/\hbar$, and the decay constant in the film is $\kappa=\sqrt{2m\varphi}/\hbar$. The solutions outside the film are

$$\psi=e^{ikx}+R\,e^{-ikx}\quad(x<0),\qquad \psi=S\,e^{ik(x-t)}\quad(x>t).$$

The particle current is proportional to $|\psi|^2k/m_{el}$ for each travelling wave. The electrodes are identical, so $T=|S|^2$.

Define the ratio $r=(\kappa/m)/(k/m_{el})$. Inside the film take

$$\psi(x)=S\left[\cosh\kappa(t-x)-\frac{i}{r}\sinh\kappa(t-x)\right].$$

This satisfies $\psi''=\kappa^2\psi$. At $x=t$ it gives $\psi=S$ and $\psi'/m=iS\kappa/(mr)=iSk/m_{el}$, so both conditions at the exit face hold.

At $x=0$ the two conditions read

$$1+R=S\left[\cosh\kappa t-\frac{i}{r}\sinh\kappa t\right],$$

$$\frac{ik}{m_{el}}(1-R)=\frac{S\kappa}{m}\left[-\sinh\kappa t+\frac{i}{r}\cosh\kappa t\right].$$

Divide the second by $ik/m_{el}$. The factor on the right becomes $r/i=-ir$, so

$$1-R=S\left[\cosh\kappa t+ir\sinh\kappa t\right].$$

Adding the equations for $1+R$ and $1-R$ removes $R$:

$$2=S\left[2\cosh\kappa t+i\left(r-\frac1r\right)\sinh\kappa t\right].$$

Take the squared modulus, divide by $4|S|^2$, and use $\cosh^2=1+\sinh^2$:

$$\frac1T=1+\left[1+\frac14\left(r-\frac1r\right)^2\right]\sinh^2\kappa t.$$

The square bracket equals $\frac14(r+1/r)^2$, because $(r+1/r)^2=(r-1/r)^2+4$. Hence

$$T(t)=\frac{1}{1+\frac14\left(r+1/r\right)^2\sinh^2\kappa t}.$$

## Part (b)

**Question.** Reduce $T(t)$ to a simple exponential law for a thick film, and find the size of the correction. Evaluate the law at the mean thickness.

**Answer.** Write $P=16/(r+1/r)^2$ and $y=e^{-2\kappa t}$. Then $\frac14(r+1/r)^2=4/P$, and $\sinh^2\kappa t=(1-y)^2/(4y)$. Therefore

$$\frac1T=1+\frac{(1-y)^2}{Py}=\frac{1-(2-P)y+y^2}{Py},$$

$$T(t)=\frac{P\,e^{-2\kappa t}}{1-(2-P)y+y^2}.$$

No approximation has been made yet. For $y\ll1$ the denominator tends to one, and

$$T(t)\simeq P\,e^{-2\kappa t}.$$

The leading relative correction is $(2-P)y$. Since $r+1/r\ge2$, $P$ lies between 0 and 4, so this correction is no larger than $2y$ in magnitude.

For the given film,

$$\kappa=\sqrt{\frac{0.42\times3.1}{0.0381}}\ \text{nm}^{-1}=5.85\ \text{nm}^{-1},$$

which is 0.309 in atomic units (inverse bohr). The other inputs are $r=8.15$, $P=0.234$ and $2\kappa d=29.2$, so

$$T(d)=0.234\,e^{-29.23}\simeq4.7\times10^{-14}.$$

The correction to the exponential law is of relative size $e^{-29}$ and can be dropped.

## Part (c)

**Question.** Find the ratio of the area-averaged transmission $\langle T\rangle$ to the transmission $T(d)$ of a smooth film with the same mean thickness. State the conditions, and evaluate the ratio.

**Answer.** Put $t=d+u$, where $u$ is Gaussian with zero mean and standard deviation $\sigma$. The prefactor $P$ does not depend on $t$, so it cancels:

$$\frac{\langle T\rangle}{T(d)}=\frac{1}{\sigma\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-u^2/(2\sigma^2)}\,e^{-2\kappa u}\,du.$$

Complete the square in the exponent:

$$-\frac{u^2}{2\sigma^2}-2\kappa u=-\frac{(u+2\kappa\sigma^2)^2}{2\sigma^2}+2\kappa^2\sigma^2.$$

To check this, expand the square on the right. Its cross term is $-2\kappa u$, and its constant term $-2\kappa^2\sigma^2$ is cancelled by the last term. The shifted Gaussian integrates to one, which leaves

$$\frac{\langle T\rangle}{T(d)}=e^{2\kappa^2\sigma^2}.$$

With $2\kappa^2\sigma^2=2\times(5.846)^2\times(0.1)^2=0.684$, the ratio is

$$e^{0.684}=1.98.$$

The fluctuations roughly double the transmission, from $4.7\times10^{-14}$ to $9.4\times10^{-14}$. Numerical integration of the full $T(t)$ of part (a) over the Gaussian also gives 1.98. Setting the ratio equal to 2 gives $\sigma=\sqrt{\ln2/2}/\kappa=0.1007$ nm.

The average rises because thin spots gain more than thick spots lose. At one standard deviation below the mean, $T$ is multiplied by $e^{1.169}=3.22$. At one standard deviation above, it is multiplied by $e^{-1.169}=0.31$. The mean of these two factors is 1.76, not 1.

For small $\kappa\sigma$ the ratio becomes $1+2\kappa^2\sigma^2$. Here that estimate gives 1.68, which is too low because 0.684 is not a small exponent; the next term of the series, $0.684^2/2$, adds another 0.23.

The result needs a thick film, $e^{-2\kappa t}\ll1$, at the thicknesses that contribute to the average. It contains neither $d$ nor the electrode mass. Replacing $m_{el}=0.9\,m_e$ by $0.2\,m_e$ changes $P$ but leaves the ratio at 1.98, as long as the electron has no lateral wave number. On a (100) silicon surface, the conduction valleys with a normal mass near $0.2\,m_e$ do have a large lateral wave number. If it is conserved in tunnelling, the decay constant and the ratio are larger for those electrons.

## Part (d)

**Question.** Which thickness carries the largest share of the current? What fraction of the current flows through the thinner half of the area? How thick would a smooth film with the same total transmission be? Assume that electrons arrive equally at all parts of the area.

**Answer.** The current carried at thickness $t$ is proportional to the Gaussian weight times $T(t)$. Part (c) shows that this product is again a Gaussian of width $\sigma$, centred at

$$t^*=d-2\kappa\sigma^2=2.5-0.117=2.38\ \text{nm}.$$

This is 1.17 standard deviations below the mean. It is also about 24 standard deviations above zero, so the unphysical negative thicknesses in the Gaussian integral have no effect here.

The thinner half of the area has $t<d$. Seen from the centre $t^*$, the limit $t=d$ lies $2\kappa\sigma^2/\sigma=2\kappa\sigma$ standard deviations higher. With $\Phi$ the cumulative normal distribution, the share of the current is

$$\Phi(2\kappa\sigma)=\Phi(1.169)=0.88.$$

The equivalent smooth film has thickness $d_{eq}$ with $e^{-2\kappa d_{eq}}=e^{-2\kappa d+2\kappa^2\sigma^2}$, so

$$d_{eq}=d-\kappa\sigma^2=2.44\ \text{nm}.$$

A thickness deduced from the tunnelling current with the smooth-film formula would thus be 0.06 nm below the true mean, within this model.

## Part (e)

**Question.** Examine three cases in which an assumption is changed: (i) the mean thickness is only 0.3 nm; (ii) the thickness takes only the values $d-s$, $d$ and $d+s$, with the same $\sigma$; (iii) the roughness of the entrance face varies rapidly along the plane.

**Answer.** (i) A thickness of 0.3 nm is about one molecular layer of oxide, so this case tests the formula rather than describing a real film. Integrating the full $T(t)$ over positive thicknesses gives a ratio of 2.75 instead of 1.98. The Gaussian also puts 0.13% of the area at negative thickness, which is left out here; counting it as direct contact with $T=1$ would raise the ratio to 2.94. The expression in part (b) shows why. With $P=0.234$, its denominator is $1-1.766\,y+y^2$, which is below one for every $0<y\le1$. The true transmission therefore exceeds the exponential law. At $t=0.3$ nm, $y=e^{-3.51}=0.030$ and the excess is about 5.5%. At $t=0.1$ nm, $y=e^{-1.169}=0.31$ and the excess is about 80%. Thin spots gain more than the law predicts.

(ii) Let the two outer values each have probability $p$. The variance is $2ps^2=\sigma^2$, so $p=\sigma^2/(2s^2)$. Averaging the exponential law gives

$$\frac{\langle T\rangle}{T(d)}=1-2p+p\left(e^{2\kappa s}+e^{-2\kappa s}\right)=1+\frac{\sigma^2}{s^2}\left[\cosh(2\kappa s)-1\right].$$

For $s=0.14$ nm, roughly one atomic step on a (100) silicon surface, $p=0.255$ and the ratio is 1.85. For $s=0.30$ nm, $p=0.056$ and the ratio is 2.74. The standard deviation alone does not fix the enhancement when $2\kappa s$ is not small. Rare but much thinner spots weigh heavily.

(iii) Let the entrance face lie at $x=h(\mathbf r)$, where $\mathbf r$ is the position in the plane, and let the exit face be flat at $x=d$. The local thickness is $d-h$. As a simplified model, take the amplitude to be the same all over the entrance face. This ignores the way the electrode wave itself adjusts to a rough face, so it is justified only when the roughness varies slowly along the plane. Continued to the plane $x=0$, it is proportional to $e^{\kappa h(\mathbf r)}$.

Inside the film the wave obeys $\nabla^2\psi=\kappa^2\psi$. A component with lateral wave number $q$ therefore decays as $e^{-x\sqrt{\kappa^2+q^2}}$. Relative to the uniform component, it is reduced at the exit by

$$e^{-d\left(\sqrt{\kappa^2+q^2}-\kappa\right)}\simeq e^{-q^2d/(2\kappa)}\qquad(q\ll\kappa).$$

The scale for $1/q$ is $\sqrt{d/\kappa}=0.65$ nm, which corresponds to a period of about 4 nm. Components with much shorter periods are washed out. This gives two limits:

- For slow variation, all relevant components pass with the same decay. The intensities are averaged, and $\langle e^{2\kappa h}\rangle=e^{2\kappa^2\sigma^2}=1.98$.
- For variation that is rapid on this scale but still has $q\ll\kappa$, mainly the uniform component survives in this model. The amplitude is averaged first and then squared, and $\langle e^{\kappa h}\rangle^2=\left(e^{\kappa^2\sigma^2/2}\right)^2=e^{\kappa^2\sigma^2}=1.41$.

Both averages follow from part (c), with $2\kappa$ replaced by $\kappa$ in the second.

A random surface with correlation function $\sigma^2e^{-|\mathbf r|^2/L^2}$, propagated numerically with these decay constants, gives about 1.5, 1.8 and 2.0 for $L=0.5$, 2 and 10 nm. These values belong to the equal-amplitude model. Steep slopes, the dependence of the exit matching on $q$, and the adjustment of the electrode wave at the entrance are left out. When the period of the roughness is shorter than the electron wavelength in the electrode, $2\pi/k\approx4$ nm, the last effect lowers the amplitude where the electrode bulges into the film, and components with $q>k$ carry no current into the exit electrode. Matching the waves fully at both faces, with the exponent taken to second order in $h$, gives about 1.1, 1.7 and 1.96 for the same three values of $L$ if the electrode mass is $0.9\,m_e$ in all directions. With an in-plane mass of $0.19\,m_e$, as in the silicon valleys whose normal mass is near $0.9\,m_e$, it gives about 0.9, 1.4 and 1.95. The electrode wavelength is about the same as the 4 nm period at which lateral averaging begins, so for this electron 1.41 is a limit of the equal-amplitude model and not a plateau of the full problem. The root-mean-square slope of this surface is $2\sigma/L$, which reaches 0.4 at $L=0.5$ nm, so the first value is only a rough guide. For still finer roughness with the same $\sigma$ the slopes are steep, and the limit 1.41 no longer applies.

## Part (f)

**Question.** A voltage $V$ across the film tilts the barrier. Estimate the enhancement when $V$ is held fixed while the thickness varies. Then judge how well the result of part (c) describes a real memory cell.

**Answer.** At depth $x$ the barrier top is $\varphi-eVx/t$ above the electron energy. For a slowly varying barrier the transmission is governed by $\exp(-2\int_0^t\kappa(x)\,dx)$. With $x=ts$,

$$2\int_0^t\kappa(x)\,dx=2\bar\kappa\,t,\qquad \bar\kappa=\int_0^1\frac{\sqrt{2m(\varphi-eVs)}}{\hbar}\,ds.$$

At fixed $V$, with $eV<\varphi$, $\bar\kappa$ does not depend on $t$. The averaging of part (c) then applies with $\kappa$ replaced by $\bar\kappa$:

| $V$ (V) | Field at mean thickness (MV/cm) | $\bar\kappa$ (nm⁻¹) | Enhancement |
|---|---|---|---|
| 0.25 | 1 | 5.73 | 1.93 |
| 2.5 | 10 | 4.42 | 1.48 |

A numerical solution of the wave equation for the tilted barrier gives the same enhancements to the digits shown. The voltage lowers the barrier on average, so the transmission depends less steeply on thickness.

The chosen height, mass and thickness are rough typical values for a thin, single-layer tunnel oxide on silicon; many charge-trap cells use thicker or layered films. The doubling describes low bias and an electron about 3.1 eV below the barrier top. The table holds the voltage across the oxide fixed. In a layered gate stack, the field in the tunnel oxide can instead stay nearly fixed while the local thickness varies. Solving the wave equation at fixed fields of 1 and 10 MV/cm gives enhancements of 1.85 and 1.18, instead of 1.93 and 1.48. The field of 10 MV/cm is near the rough breakdown range of the oxide, and a spot three standard deviations thin would see 11.4 MV/cm at 2.5 V.

Other changes, made one at a time at zero voltage, have these effects:

- The image force, with rough dielectric constants of 2.1 for the oxide and about 12 for silicon, lowers the barrier by about 0.15 eV at its middle. The enhancement becomes 1.94. The value 2.1 is the optical constant of the oxide; with the static value 3.9 the lowering is 0.06 eV and the enhancement 1.96.
- Counting 3.1 eV from the band edge of the electrode makes the barrier 3.0 eV for this electron. The enhancement is again 1.94.
- Lowering the barrier by $k_BT$ at 358 K, 0.031 eV, gives 1.97. This is a simple shift, not an average over the thermal energies of the electrons. A Boltzmann average over the energy of normal motion at 358 K, with the barrier top 3.1 eV above the band edge of the electrode, gives 1.95.
- If 0.42 is the mass at the edge of the oxide band, a two-band description with a gap $E_g$ of roughly 9 eV replaces $\kappa^2$ by $\kappa^2(1-\varphi/E_g)$. The exponent falls from 0.684 to 0.448, and the enhancement to 1.57.

The last item shows that the meaning of the quoted mass matters more than the image force or the temperature. A mass of 0.42 must be one that gives the correct $\kappa$ in the parabolic formula if the factor of 1.98 is to hold.

Two further limits remain. An electron leaving a trap in the storage layer starts at a different energy, so $\varphi$ must be changed accordingly. For example, a level 2.5 eV below the barrier top gives an enhancement of 1.74 at zero voltage. Defects in the oxide can also open a path in which the electron tunnels in shorter steps; that leakage is outside this model, and its size has not been estimated here.

## Calculated quantities

```
barrier above electron energy: 3.10 eV
barrier mass: 0.42 electron masses
mean thickness: 2.50 nm
thickness standard deviation: 0.10 nm
electrode kinetic energy: 0.10 eV
electrode mass: 0.90 electron masses
hbar^2/(2 m_e): 0.038100 eV nm^2
decay constant kappa: 5.8458 1/nm
kappa in atomic units: 0.3093 1/bohr
2 kappa d: 29.229
2 kappa sigma: 1.1692
2 kappa^2 sigma^2: 0.6835
velocity ratio r: 8.150
prefactor 16/(r+1/r)^2: 0.2338
T at mean thickness: 4.7292e-14
area-averaged T: 9.3674e-14
enhancement, formula: 1.9807
enhancement, quadrature: 1.9807
enhancement, electrode mass 0.2: 1.9807
second-order estimate: 1.6835
thickness carrying most current: 2.3831 nm
equivalent smooth thickness: 2.4415 nm
current share of thinner half: 87.9 %
sigma for exact doubling: 0.1007 nm
enhancement at mean 0.3 nm (law fails): 2.754
oxide voltage 0.25 V: field 1.0 MV/cm
  mean decay constant: 5.7263 1/nm
  enhancement, estimate 1.927, full 1.927
oxide voltage 2.50 V: field 10.0 MV/cm
  mean decay constant: 4.4210 1/nm
  enhancement, estimate 1.478, full 1.480
field at 3-sigma thin spot, 2.5 V: 11.4 MV/cm
dielectric constants: oxide 2.1, silicon 11.7
image lowering at mid-barrier: 0.145 eV
enhancement with image force: 1.942
enhancement, two-band, gap 9.0 eV: 1.565
enhancement, 3.1 eV from band edge: 1.938
kT at 358 K: 0.0309 eV
enhancement, barrier lowered by kT: 1.967
steps of 0.14 nm: p = 0.2551, enhancement 1.850
steps of 0.30 nm: p = 0.0556, enhancement 2.744
correlation length 0.5 nm: enhancement 1.476
correlation length 2.0 nm: enhancement 1.792
correlation length 10.0 nm: enhancement 1.968
short-correlation limit: 1.4074
```
